**Elastic and momentum-transfer cross sections of a screened Coulomb potential**

The program examines the ratio $R=\sigma_{\rm el}/\sigma_{\rm m}$ for $V(r)=-Ze^{-\mu r}/r$, whose first Born value is $R=x^2/\{2[(1+x)\ln(1+x)-x]\}$ with $x=4k^2/\mu^2$. Here $k$ is the electron wave number, $Z$ the strength and $1/\mu$ the screening length, in Hartree atomic units. It asserts that the Born amplitude agrees with a numerical Fourier integral and that the closed cross sections agree with angular quadrature. It also asserts the small- and large-$x$ limits and, on a grid, the growth of $R$ and the lower bound $\sqrt{1+x}/4$. Phase shifts from a Numerov integration are required to approach the Born cross sections at weak coupling, and for $Z=1$ to give a ratio that grows over the four wave numbers used. The output shows this ratio rising from 1.56 at 13.6 eV to 125 at 5442 eV for $\mu=1$ bohr⁻¹. A random walk compares four pairings of cross section and angular law with their predicted forward ranges, within 4.5 standard errors plus a small allowance. One pairing lies about three standard errors below its prediction, inside the asserted tolerance.

## Verification by program

```python
"""
Result under test: for electron scattering from V(r) = -Z exp(-mu r)/r
the ratio R = sigma_el / sigma_m has the first Born value
    R = x^2 / (2 [(1+x) ln(1+x) - x]),   x = 4 k^2 / mu^2,
which grows without bound.
sigma_el : integral of the differential cross section over solid angle
sigma_m  : the same integral with the weight (1 - cos theta)
k        : electron wave number; energy k^2/2; a = 1/mu screening length
Hartree atomic units. The Born formulas are tested by quadrature and by
numerical phase shifts; the transport meaning is tested by a random walk.
"""
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import spherical_jn, spherical_yn
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
BOHR_M = physical_constants["Bohr radius"][0]


def born_amplitude(q, Z, mu):
    return 2 * Z / (q**2 + mu**2)


def born_elastic(k, Z, mu):
    return 16 * np.pi * Z**2 / (mu**2 * (mu**2 + 4 * k**2))


def born_momentum(k, Z, mu):
    x = 4 * k**2 / mu**2
    return 2 * np.pi * Z**2 / k**4 * (np.log1p(x) - x / (1 + x))


def born_ratio(x):
    return x**2 / (2 * ((1 + x) * np.log1p(x) - x))


def angular_integral(k, Z, mu, weighted, theta_max=np.pi):
    """Cross section by direct quadrature over the scattering angle."""
    def integrand(theta):
        q = 2 * k * np.sin(theta / 2)
        weight = 2 * np.sin(theta / 2)**2 if weighted else 1.0
        return (2 * np.pi * np.sin(theta) * weight
                * born_amplitude(q, Z, mu)**2)
    split = min(mu / k, theta_max / 2)
    low = quad(integrand, 0, split, epsabs=0, epsrel=1e-10)[0]
    high = quad(integrand, split, theta_max, epsabs=0, epsrel=1e-10)[0]
    return low + high


def phase_shift_cross_sections(k, Z, mu):
    """Solve the radial equation for all l, then integrate |f|^2."""
    r_max = 25.0 / mu
    h = min(0.005 / mu, 0.02 / k)
    n_steps = int(r_max / h)
    l = np.arange(int(12 * k / mu) + 21)
    centrifugal = l * (l + 1.0)

    def numerov_term(n):
        r = n * h
        return h**2 / 12 * (centrifugal / r**2
                            - 2 * Z * np.exp(-mu * r) / r - k**2)

    # Ratio form of the Numerov recursion. Deep inside the centrifugal
    # barrier the wave function is negligible and is set to zero.
    inverse = np.zeros(len(l))
    for n in range(1, n_steps + 1):
        t = numerov_term(n)
        t_safe = np.minimum(t, 0.5)
        ratio = (2 + 10 * t_safe) / (1 - t_safe) - inverse
        inverse = np.where(t < 0.5, 1 / ratio, 0.0)
    u_ratio = ratio * (1 - t) / (1 - numerov_term(n_steps + 1))
    r1, r2 = n_steps * h, (n_steps + 1) * h
    top = r2 * spherical_jn(l, k * r2) - u_ratio * r1 * spherical_jn(l, k * r1)
    bottom = (r2 * spherical_yn(l, k * r2)
              - u_ratio * r1 * spherical_yn(l, k * r1))
    delta = np.arctan(top / bottom)

    coefficients = (2 * l + 1) * (np.exp(2j * delta) - 1) / (2j * k)
    cosine, weight = np.polynomial.legendre.leggauss(len(l) + 2)
    f = np.polynomial.legendre.legval(cosine, coefficients)
    dcs = np.abs(f)**2
    elastic = 2 * np.pi * np.sum(weight * dcs)
    momentum = 2 * np.pi * np.sum(weight * (1 - cosine) * dcs)
    return elastic, momentum


def forward_range(sigma, x, isotropic, rng, walkers=200000):
    """Mean final displacement along the first direction, density 1."""
    collisions = 5 if isotropic else 65
    c = np.ones(walkers)
    distance = rng.exponential(1 / sigma, walkers)
    for _ in range(collisions):
        u = rng.random(walkers)
        w = u if isotropic else u / (1 + x * (1 - u))
        cos_t = 1 - 2 * w
        sin_t = np.sqrt(np.maximum(0, 1 - cos_t**2))
        azimuth = 2 * np.pi * rng.random(walkers)
        c = c * cos_t + np.sqrt(np.maximum(0, 1 - c**2)) * sin_t * np.cos(azimuth)
        c = np.clip(c, -1, 1)
        distance += c * rng.exponential(1 / sigma, walkers)
    return distance.mean(), distance.std() / np.sqrt(walkers)


Z, mu = 1.0, 1.0
print(f"Model: Z = {Z:.1f}, mu = {mu:.1f} bohr^-1")

# Born amplitude against the Fourier integral of the potential
for q in (0.3, 1.0, 4.0):
    for screening in (0.7, 1.0):
        fourier = quad(lambda r: 2 * Z * np.exp(-screening * r) / q,
                       0, np.inf, weight="sin", wvar=q)[0]
        assert abs(fourier / born_amplitude(q, Z, screening) - 1) < 1e-6

# Closed cross sections and ratio against angular quadrature
for k in (0.2, 1.0, 3.0, 10.0, 20.0):
    for screening in (0.5, 1.0):
        el = angular_integral(k, Z, screening, False)
        mt = angular_integral(k, Z, screening, True)
        assert abs(el / born_elastic(k, Z, screening) - 1) < 1e-7
        assert abs(mt / born_momentum(k, Z, screening) - 1) < 1e-7
        assert abs(el / mt / born_ratio(4 * k**2 / screening**2) - 1) < 1e-7

# Limits, monotonic growth and the explicit lower bound
grid = np.logspace(-2, 10, 400)
assert np.all(np.diff(born_ratio(grid)) > 0)
assert np.all(born_ratio(grid) > np.sqrt(1 + grid) / 4)
assert abs((born_ratio(1e-3) - 1) / 1e-3 - 1 / 3) < 1e-3
assert abs(born_ratio(1e8) * 2 * (np.log(1e8) - 1) / 1e8 - 1) < 1e-6

# Energy table: Born values and numerical phase shifts
deviation = {}
full_ratios = []
for k in (1.0, 3.0, 10.0, 20.0):
    x = 4 * k**2 / mu**2
    el, mt = phase_shift_cross_sections(k, Z, mu)
    full_ratios.append(el / mt)
    deviation[k] = abs(born_ratio(x) / (el / mt) - 1)
    print(f"k = {k:.0f} bohr^-1: energy = {k**2 / 2 * HARTREE_EV:.1f} eV, "
          f"x = {x:.0f}")
    print(f"  Born sigma_el = {born_elastic(k, Z, mu):.5g} bohr^2, "
          f"sigma_m = {born_momentum(k, Z, mu):.5g} bohr^2")
    print(f"  phase-shift sigma_el = {el:.5g} bohr^2, sigma_m = {mt:.5g} bohr^2")
    print(f"  ratio: Born = {born_ratio(x):.3f}, phase shifts = {el / mt:.3f}, "
          f"Born error = {100 * deviation[k]:.2f} %")
assert np.all(np.diff(full_ratios) > 0)
assert deviation[10.0] < 0.05 and deviation[10.0] < deviation[1.0]

# Weak coupling: the full calculation must approach the Born result
Z_weak, k = 0.05, 10.0
el, mt = phase_shift_cross_sections(k, Z_weak, mu)
assert abs(el / born_elastic(k, Z_weak, mu) - 1) < 5e-3
assert abs(mt / born_momentum(k, Z_weak, mu) - 1) < 5e-3
print(f"Weak coupling Z = {Z_weak}, k = {k:.0f} bohr^-1: "
      f"phase-shift ratio = {el / mt:.3f}")

# Main Born results in SI and the location of the momentum loss
x = 4 * k**2 / mu**2
print(f"k = 10 bohr^-1, Born: sigma_el = {born_elastic(k, Z, mu) * BOHR_M**2:.3e} m^2")
print(f"k = 10 bohr^-1, Born: sigma_m = {born_momentum(k, Z, mu) * BOHR_M**2:.3e} m^2")
theta_half = 2 * np.arcsin(np.sqrt(1 / (2 + x)))
inside_el = (angular_integral(k, Z, mu, False, theta_half)
             / angular_integral(k, Z, mu, False))
inside_mt = (angular_integral(k, Z, mu, True, theta_half)
             / angular_integral(k, Z, mu, True))
assert abs(inside_el - 0.5) < 1e-7
print(f"Half-collision angle at k = 10 bohr^-1: {np.degrees(theta_half):.2f} degrees")
print(f"Share of sigma_el inside it: {100 * inside_el:.1f} %")
print(f"Share of sigma_m inside it: {100 * inside_mt:.1f} %")
print(f"Mean momentum loss per collision, k = 10 bohr^-1: "
      f"{100 / born_ratio(x):.2f} %")

# Screening length times wave number needed for a chosen Born ratio
for target in (10, 100, 1000):
    x_needed = brentq(lambda y: born_ratio(y) - target, 1.0, 1e8)
    print(f"Born ratio {target}: x = {x_needed:.1f}, "
          f"k a = {np.sqrt(x_needed) / 2:.2f} (dimensionless)")

# Random walk: which cross section belongs to which angular law
rng = np.random.default_rng(12345)
k = 3.0
x = 4 * k**2 / mu**2
s_el, s_m = born_elastic(k, Z, mu), born_momentum(k, Z, mu)
R = s_el / s_m
print("Random walk at k = 3 bohr^-1: forward range times N sigma_m (dimensionless)")
cases = (("sigma_el, true angles", s_el, False, 1.0),
         ("sigma_m, isotropic", s_m, True, 1.0),
         ("sigma_el, isotropic", s_el, True, 1 / R),
         ("sigma_m, true angles", s_m, False, R))
for label, sigma, isotropic, expected in cases:
    mean, error = forward_range(sigma, x, isotropic, rng)
    mean, error = mean * s_m, error * s_m
    assert abs(mean - expected) < 4.5 * error + 1e-4 * expected
    assert error < 0.02 * expected
    print(f"  {label}: {mean:.4f} +/- {error:.4f}, predicted {expected:.4f}")

print("success")
```

Output:

```
Model: Z = 1.0, mu = 1.0 bohr^-1
k = 1 bohr^-1: energy = 13.6 eV, x = 4
  Born sigma_el = 10.053 bohr^2, sigma_m = 5.0858 bohr^2
  phase-shift sigma_el = 12.42 bohr^2, sigma_m = 7.943 bohr^2
  ratio: Born = 1.977, phase shifts = 1.564, Born error = 26.42 %
k = 3 bohr^-1: energy = 122.5 eV, x = 36
  Born sigma_el = 1.3585 bohr^2, sigma_m = 0.20463 bohr^2
  phase-shift sigma_el = 1.3922 bohr^2, sigma_m = 0.22513 bohr^2
  ratio: Born = 6.639, phase shifts = 6.184, Born error = 7.36 %
k = 10 bohr^-1: energy = 1360.6 eV, x = 400
  Born sigma_el = 0.12535 bohr^2, sigma_m = 0.0031394 bohr^2
  phase-shift sigma_el = 0.12563 bohr^2, sigma_m = 0.0031779 bohr^2
  ratio: Born = 39.929, phase shifts = 39.533, Born error = 1.00 %
k = 20 bohr^-1: energy = 5442.3 eV, x = 1600
  Born sigma_el = 0.031396 bohr^2, sigma_m = 0.0002505 bohr^2
  phase-shift sigma_el = 0.031414 bohr^2, sigma_m = 0.00025135 bohr^2
  ratio: Born = 125.333, phase shifts = 124.981, Born error = 0.28 %
Weak coupling Z = 0.05, k = 10 bohr^-1: phase-shift ratio = 39.918
k = 10 bohr^-1, Born: sigma_el = 3.510e-22 m^2
k = 10 bohr^-1, Born: sigma_m = 8.791e-24 m^2
Half-collision angle at k = 10 bohr^-1: 5.72 degrees
Share of sigma_el inside it: 50.0 %
Share of sigma_m inside it: 3.8 %
Mean momentum loss per collision, k = 10 bohr^-1: 2.50 %
Born ratio 10: x = 65.1, k a = 4.03 (dimensionless)
Born ratio 100: x = 1223.2, k a = 17.49 (dimensionless)
Born ratio 1000: x = 17546.4, k a = 66.23 (dimensionless)
Random walk at k = 3 bohr^-1: forward range times N sigma_m (dimensionless)
  sigma_el, true angles: 0.9974 +/- 0.0053, predicted 1.0000
  sigma_m, isotropic: 0.9973 +/- 0.0046, predicted 1.0000
  sigma_el, isotropic: 0.1505 +/- 0.0007, predicted 0.1506
  sigma_m, true angles: 6.5277 +/- 0.0355, predicted 6.6391
success
```
